# The j-averaged and spin–orbit parts of a relativistic pseudopotential: test program

```python
# Result under test (hartree atomic units, L and S = sigma/2 in units of hbar):
#   P+ = (l+1+sigma.L)/(2l+1), P- = (l-sigma.L)/(2l+1) project on j = l+-1/2 in shell l,
#   V+ P+ + V- P- = Vbar + W L.S,  Vbar = ((l+1)V+ + l V-)/(2l+1),  W = 2(V+ - V-)/(2l+1).
# Levels: eps(lam) = lowest radial level of T_l + Vbar + lam W = e0 + lam xi + lam^2 eta
#   + lam^3 zeta + ..., with lam = l/2 (j=l+1/2) and -(l+1)/2 (j=l-1/2).
# Example: Pb 6p, Dirac-Kohn-Sham LDA (Slater+VWN5), screened Troullier-Martins potentials.
# P, Q: large and small radial components; kappa: Dirac quantum number; rc: core radius.
import math
import numpy as np
import mpmath as mp
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan
from scipy.constants import alpha, physical_constants
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.integrate import cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from numpy.polynomial import Polynomial, Legendre
from pyscf.dft import libxc

c = 1 / alpha
EV = physical_constants['Hartree energy in eV'][0]
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
rng = np.random.default_rng(1)

# ---------- angular algebra; basis m = l..-l times (up, down) ----------
def sigma_L(l):
    m = np.arange(l, -l - 1, -1.0)
    Lp = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1)), 1)
    Ls = [(Lp + Lp.T) / 2, (Lp - Lp.T) / 2j, np.diag(m)]
    return sum(np.kron(a, s) for a, s in zip(Ls, pauli)).real

def cg_vector(l, tj, tm):
    return np.array([float(clebsch_gordan(l, Rational(1, 2), Rational(tj, 2), m, Rational(ts, 2),
                     Rational(tm, 2))) for m in range(l, -l - 1, -1) for ts in (1, -1)])

def spinor_coeffs(l, tj, tm):
    ap = math.sqrt((l + tm / 2 + 0.5) / (2 * l + 1))
    am = math.sqrt((l - tm / 2 + 0.5) / (2 * l + 1))
    return (ap, am) if tj == 2 * l + 1 else (-am, ap)

def spinor(l, tj, tm, th, ph):
    a, b = spinor_coeffs(l, tj, tm)
    y = lambda m: mp.spherharm(l, m, th, ph) if abs(m) <= l else mp.mpc(0)
    return [a * y((tm - 1) // 2), b * y((tm + 1) // 2)]

err_alg = 0.0
for l in range(5):
    n = 2 * l + 1
    X = sigma_L(l); one = np.eye(2 * n); LS = X / 2
    proj = {}
    for tj in (n, n - 2):
        vecs = [cg_vector(l, tj, tm) for tm in range(-tj, tj + 1, 2)] if tj > 0 else []
        proj[tj] = sum((np.outer(v, v) for v in vecs), 0 * one)
    vp, vm = rng.normal(size=2)
    Vop = vp * proj[n] + vm * proj[n - 2]            # definition, from Clebsch-Gordan vectors
    vbar, w = ((l + 1) * vp + l * vm) / n, 2 * (vp - vm) / n
    lam = np.linalg.eigvalsh(LS)
    errs = [abs(X @ X - l * (l + 1) * one + X).max(),
            abs(proj[n] - ((l + 1) * one + X) / n).max(),
            abs(proj[n - 2] - (l * one - X) / n).max(),
            abs(Vop - vbar * one - w * LS).max(),
            abs(np.einsum('asbs->ab', Vop.reshape(n, 2, n, 2)) / 2 - vbar * np.eye(n)).max(),
            abs(np.trace(LS @ LS) - l * (l + 1) * n / 2),
            abs(lam.mean()), abs((lam**2).mean() - l * (l + 1) / 4),
            abs((lam**3).mean() + l * (l + 1) / 8)]
    if l > 0:
        errs.append(abs(np.trace(Vop @ LS) / np.trace(LS @ LS) - w))
        dist = [np.linalg.norm(Vop - (vbar + s) * one) for s in (-0.01, 0, 0.01)]
        assert dist[1] < dist[0] and dist[1] < dist[2]
    err_alg = max(err_alg, max(errs))
assert err_alg < 1e-12

t1, f1, t2, f2 = 0.7, 0.4, 1.9, 2.3
unit = lambda t, f: np.array([math.sin(t) * math.cos(f), math.sin(t) * math.sin(f), math.cos(t)])
n1, n2 = unit(t1, f1), unit(t2, f2)
s_cross = sum(a * s for a, s in zip(np.cross(n1, n2), pauli))
err_diff = err_ker = 0.0
for l in (1, 2, 3):
    leg = Legendre.basis(l); pl, dpl = leg(n1 @ n2), leg.deriv()(n1 @ n2)
    for tj, eig in ((2 * l + 1, l), (2 * l - 1, -(l + 1))):
        K = np.zeros((2, 2), complex)
        for tm in range(-tj, tj + 1, 2):
            o = np.array([complex(z) for z in spinor(l, tj, tm, t1, f1)])
            K += np.outer(o, np.conj([complex(z) for z in spinor(l, tj, tm, t2, f2)]))
            dt = [complex(mp.diff(lambda t: spinor(l, tj, tm, t, f1)[k], t1)) for k in (0, 1)]
            df = [complex(mp.diff(lambda f: spinor(l, tj, tm, t1, f)[k], f1)) for k in (0, 1)]
            cot = 1 / math.tan(t1)     # sigma.L as a differential operator
            up = -1j * df[0] + np.exp(-1j * f1) * (-dt[1] + 1j * cot * df[1])
            dn = np.exp(1j * f1) * (dt[0] + 1j * cot * df[0]) + 1j * df[1]
            err_diff = max(err_diff, abs(up - eig * o[0]), abs(dn - eig * o[1]))
            v = cg_vector(l, tj, tm)
            err_diff = max(err_diff, abs(v[0::2].sum() - spinor_coeffs(l, tj, tm)[0]),
                           abs(v[1::2].sum() - spinor_coeffs(l, tj, tm)[1]))
        F = (l + 1) * pl * np.eye(2) - 1j * s_cross * dpl if eig > 0 else l * pl * np.eye(2) + 1j * s_cross * dpl
        err_ker = max(err_ker, abs(K - F / (4 * np.pi)).max())
assert err_diff < 1e-9 and err_ker < 1e-12
print(f"max error, matrix identities l=0..4: {err_alg:.1e}")
print(f"max error, spinor harmonics / kernels l=1..3: {err_diff:.1e} / {err_ker:.1e}")

# ---------- radial Dirac solver: P and Q on alternate points of a log grid ----------
def dirac_matrix(r, V, kap):
    h = 2 * math.log(r[1] / r[0])
    isP = np.arange(len(r)) % 2 == (0 if kap < 0 else 1)
    off = c * (np.where(isP[:-1], -1.0, 1.0) / h + kap / 2) / np.sqrt(r[:-1] * r[1:])
    return np.where(isP, V, V - 2 * c * c), off, isP

def count_negative_branch(r, V, kap):          # Sturm count of eigenvalues below -c^2
    d, e, _ = dirac_matrix(r, V, kap)
    d = (d + c * c).tolist(); e2 = [0.0] + (e * e).tolist()
    q, cnt = 1.0, 0
    for a, b in zip(d, e2):
        q = a - b / q
        cnt += q < 0
    return cnt

INTERP = np.array([-1, 0, 9, 16, 9, 0, -1]) / 16
def dirac(r, V, kap, nst, first):
    d, e, isP = dirac_matrix(r, V, kap)
    E = np.sort(eigh_tridiagonal(d, e, eigvals_only=True, select='i', select_range=(first, first + nst - 1),
                                 tol=1e-9, lapack_driver='stebz'))
    dx = math.log(r[1] / r[0]); out = []
    for En in E:
        ab = np.zeros((3, len(r))); ab[0, 1:] = e; ab[1] = d - En; ab[2, :-1] = e
        v = np.ones(len(r))
        for _ in range(2):
            v = solve_banded((1, 1), ab, v); v /= np.linalg.norm(v)
        amp = v / np.sqrt(r)
        P = np.convolve(np.where(isP, amp, 0), INTERP, 'same')
        Q = np.convolve(np.where(isP, 0, amp), INTERP, 'same')
        s = math.sqrt(((P * P + Q * Q) * r).sum() * dx)
        out.append((En, P / s, Q / s))
    return out

def hartree(r, rho):
    x = np.log(r)
    outer = cumulative_trapezoid(rho, x, initial=0)
    return cumulative_trapezoid(rho * r, x, initial=0) / r + outer[-1] - outer

Z = 82
OCC = {-1: [2] * 6, 1: [2] * 4 + [2 / 3], -2: [4] * 4 + [4 / 3], 2: [4] * 3, -3: [6] * 3, 3: [6], -4: [8]}
assert abs(sum(sum(v) for v in OCC.values()) - Z) < 1e-12
def scf(r, y):                                  # y = r*(V_H + V_xc), Anderson mixing
    first = {k: count_negative_branch(r, (y - Z) / r, k) for k in OCC}
    mask = r < 20; Y, F = [], []
    for it in range(70):
        sol = {k: dirac(r, (y - Z) / r, k, len(OCC[k]), first[k]) for k in OCC}
        rho = sum(o * (P * P + Q * Q) for k in OCC for o, (E, P, Q) in zip(OCC[k], sol[k]))
        vxc = np.ravel(libxc.eval_xc('LDA,VWN', rho / (4 * np.pi * r * r), spin=0, deriv=1)[1][0])
        f = r * (hartree(r, rho) + vxc) - y
        if abs(f[mask]).max() < 1e-6:
            return y, sol
        Y, F = (Y + [y])[-7:], (F + [f])[-7:]
        if it >= 3 or (it >= 1 and abs(f[mask]).max() < 0.05):
            dF = np.array(F[:-1]).T - f[:, None]; dY = np.array(Y[:-1]).T - y[:, None]
            th = np.linalg.lstsq(dF[mask], -f[mask], rcond=None)[0]
            y, f = y + dY @ th, f + dF @ th
        y = y + 0.3 * f
    raise AssertionError("SCF not converged")

r = np.exp(np.linspace(math.log(1e-7), math.log(50.0), 12001)); rco = r[::2]
err_h = 0.0
for kap, l in ((-1, 0), (1, 1), (-2, 1)):
    st = dirac(r, -Z / r, kap, 6 - l, count_negative_branch(r, -Z / r, kap))
    gam = math.sqrt(kap**2 - (Z * alpha)**2)
    for i, (E, P, Q) in enumerate(st):
        ref = c * c * (1 / math.sqrt(1 + (Z * alpha / (i + l + 1 - abs(kap) + gam))**2) - 1)
        err_h = max(err_h, abs(E / ref - 1))
assert err_h < 2e-4                             # second-order grid error
assert abs(hartree(r, 4 * r * r * np.exp(-2 * r)) * r - 1 + (1 + r) * np.exp(-2 * r)).max() < 1e-5
print(f"max relative error, hydrogen-like Z={Z} Dirac levels n<=6: {err_h:.1e}")

y0 = Z - np.maximum(Z / (1 + 0.53625 * rco / (0.8853 * Z**(-1 / 3)))**2, 1.0)   # starting guess only
yco, solco = scf(rco, y0)
y, sol = scf(r, np.interp(np.log(r), np.log(rco), yco))
Vae = (y - Z) / r
l = 1
ae = {'-': (1, sol[1][-1]), '+': (-2, sol[-2][-1])}
name = {'-': '6p1/2', '+': '6p3/2'}
print(f"Dirac-LDA 6s level: {sol[-1][-1][0]:.4f} Ha")
for s, (kap, (E, P, Q)) in ae.items():
    seg = P[(r > 1e-4) & (r < 15)]
    assert (seg[1:] * seg[:-1] < 0).sum() == 4
    gerr = (E - solco[kap][-1][0]) / 3
    assert abs(gerr) < 1e-3
    print(f"Dirac-LDA {name[s]} level: {E:.5f} Ha, grid correction estimate {gerr:.1e} Ha")

# ---------- Troullier-Martins: u = r^(l+1) exp(p), p even of degree 12 ----------
ic = int(np.argmin(abs(r - 2.8))); rc = r[ic]
win = abs(r - rc) < 0.3
V0, V1, V2 = np.polyfit(r[win] - rc, Vae[win], 6)[::-1][:3] * [1, 1, 2]
gx, gw = np.polynomial.legendre.leggauss(60); gx, gw = rc * (gx + 1) / 2, gw * rc / 2
outside = CubicSpline(r[r > 1], Vae[r > 1])
def troullier_martins(kap, E, P, Q):
    a = l + 1
    inner = cumulative_trapezoid((P * P + Q * Q) * r, np.log(r), initial=0)[ic]
    p1 = -kap / rc + (E - V0 + 2 * c * c) * Q[ic] / (c * P[ic]) - a / rc
    p2 = 2 * (V0 - E) - 2 * a * p1 / rc - p1**2
    p3 = 2 * V1 + 2 * a * p1 / rc**2 - 2 * a * p2 / rc - 2 * p1 * p2
    p4 = 2 * V2 - 4 * a * p1 / rc**3 + 4 * a * p2 / rc**2 - 2 * a * p3 / rc - 2 * p2**2 - 2 * p1 * p3
    target = np.array([math.log(abs(P[ic]) / rc**a), p1, p2, p3, p4])
    col = lambda n: np.array([math.perm(n, k) * rc**(n - k) for k in range(5)])
    A = np.array([col(n) for n in (0, 6, 8, 10, 12)]).T
    def poly(c2):
        c4 = -c2 * c2 / (2 * l + 5)
        co = np.zeros(13); co[2], co[4] = c2, c4
        co[[0, 6, 8, 10, 12]] = np.linalg.solve(A, target - c2 * col(2) - c4 * col(4))
        return Polynomial(co)
    g = lambda c2: math.log((gw * gx**(2 * a) * np.exp(np.clip(2 * poly(c2)(gx), -600, 600))).sum() / inner)
    t = np.linspace(-2, 2, 400); gt = np.array([g(x) for x in t])
    roots = [brentq(g, t[i], t[i + 1], xtol=1e-14) for i in np.nonzero(gt[1:] * gt[:-1] < 0)[0]]
    c2 = min(roots, key=abs); p = poly(c2); d1, d2 = p.deriv(), p.deriv(2)
    pot = lambda x: np.where(x < rc, E + a * d1(x) / x + (d2(x) + d1(x)**2) / 2, outside(np.maximum(x, rc)))
    return pot, c2, inner
ps = {s: troullier_martins(kap, *st) for s, (kap, st) in ae.items()}
Vbar = lambda x: ((l + 1) * ps['+'][0](x) + l * ps['-'][0](x)) / (2 * l + 1)
W = lambda x: 2 * (ps['+'][0](x) - ps['-'][0](x)) / (2 * l + 1)
print(f"core radius rc: {rc:.4f} bohr; V_AE(rc): {V0:.5f} Ha")
print("r/bohr   V1/2   V3/2   Vbar   W   (Ha)")
for x in (0.5, 1.0, 1.5, 2.0):
    x = np.array(x)
    print(f"{x:.1f}  {ps['-'][0](x):.5f}  {ps['+'][0](x):.5f}  {Vbar(x):.5f}  {W(x):.5f}")

# ---------- six-component problem against the two separate j problems ----------
def radial(x, V):
    dr = x[0]
    return 1 / dr**2 + l * (l + 1) / (2 * x * x) + V, np.full(len(x) - 1, -0.5 / dr**2)
xs = 0.1 * np.arange(1, 251)
d, e = radial(xs, Vbar(xs))
H = np.kron(np.diag(d) + np.diag(e, 1) + np.diag(e, -1), np.eye(6)) + np.kron(np.diag(W(xs)), sigma_L(l) / 2)
sep = [eigh_tridiagonal(*radial(xs, ps[s][0](xs)), eigvals_only=True) for s in '-+']
err6 = abs(np.linalg.eigvalsh(H) - np.sort(np.r_[np.repeat(sep[0], 2), np.repeat(sep[1], 4)])).max()
assert err6 < 1e-9
print(f"six-component vs separate j spectra, max difference: {err6:.1e} Ha")

# ---------- pseudo levels and perturbation series ----------
x = 0.015 * np.arange(1, 2401); vb, w = Vbar(x), W(x)
def level(V):
    E, U = eigh_tridiagonal(*radial(x, V), select='i', select_range=(0, 0), tol=1e-13, lapack_driver='stebz')
    return E[0], U[:, 0]
eps = {}
for s in '-+':
    eps[s], u = level(ps[s][0](x))
    qin = np.interp(rc, x + x[0] / 2, np.cumsum(u * u))
    assert abs(eps[s] - ae[s][1][0]) < 1e-4 and abs(qin - ps[s][2]) < 1e-3   # O(alpha^2) + grid
    print(f"{name[s]}: c2 = {ps[s][1]:.4f} bohr^-2, pseudo level {eps[s]:.5f} Ha")
    print(f"{name[s]}: charge inside rc, Dirac {ps[s][2]:.4f}, pseudo {qin:.4f}")
En, U = eigh_tridiagonal(*radial(x, vb))
u0 = U[:, 0]; e0 = level(vb)[0]; Wn0 = U.T @ (w * u0)
xi = Wn0[0]; cn = Wn0[1:] / (En[0] - En[1:]); eta = cn @ Wn0[1:]
u1 = U[:, 1:] @ cn; zeta = u1 @ ((w - xi) * u1)
dl = 0.05; ep, em = level(vb + dl * w)[0], level(vb - dl * w)[0]
assert abs((ep - em) / (2 * dl) / xi - 1) < 1e-3
assert abs((ep + em - 2 * e0) / (2 * dl * dl) / eta - 1) < 1e-2 and eta < 0
lamj = {'+': l / 2, '-': -(l + 1) / 2}
s_ = 0.1; a_, b_ = level(vb + s_ * lamj['+'] * w)[0], level(vb + s_ * lamj['-'] * w)[0]
shift = ((l + 1) * a_ + l * b_) / (2 * l + 1) - e0
ll = l * (l + 1)
assert abs(shift / (s_**2 * ll * eta / 4 - s_**3 * ll * zeta / 8) - 1) < 1e-2   # fourth order left out
assert abs((a_ - b_ - s_ * (2 * l + 1) * xi / 2) / (-s_**2 * (2 * l + 1) * eta / 4
           + s_**3 * (lamj['+']**3 - lamj['-']**3) * zeta) - 1) < 2e-2
print(f"level of Vbar e0: {e0:.5f} Ha")
print(f"xi: {xi:.5f} Ha; eta: {eta:.6f} Ha; zeta: {zeta:.6f} Ha")
for s in '-+':
    o1 = e0 + lamj[s] * xi; o2 = o1 + lamj[s]**2 * eta; o3 = o2 + lamj[s]**3 * zeta
    assert eps[s] < o1 and abs(o3 - eps[s]) < abs(o1 - eps[s])
    print(f"{name[s]} orders 1,2,3, full: {o1:.5f} {o2:.5f} {o3:.5f} {eps[s]:.5f} Ha")
s1 = (2 * l + 1) * xi / 2; s2 = s1 - (2 * l + 1) * eta / 4
s3 = s2 + (lamj['+']**3 - lamj['-']**3) * zeta
full = eps['+'] - eps['-']; dirac_split = ae['+'][1][0] - ae['-'][1][0]
print(f"splitting orders 1,2,3, full: {s1:.5f} {s2:.5f} {s3:.5f} {full:.5f} Ha")
print(f"splitting order 1: {s1 * EV:.3f} eV; full: {full * EV:.3f} eV")
print(f"Dirac-LDA splitting: {dirac_split:.5f} Ha = {dirac_split * EV:.3f} eV")
avg = ((l + 1) * eps['+'] + l * eps['-']) / (2 * l + 1)
assert avg < e0
print(f"weighted level average: {avg:.5f} Ha")
print(f"average - e0: {avg - e0:.6f} Ha = {(avg - e0) * EV:.4f} eV")
print(f"  order 2: {ll * eta / 4:.6f} Ha; orders 2+3: {ll * eta / 4 - ll * zeta / 8:.6f} Ha")
plain = level((ps['+'][0](x) + ps['-'][0](x)) / 2)[0] - e0
assert abs(plain - (-xi / 4 + eta / 16)) < 0.02 * abs(plain)
print(f"plain-mean level - e0: {plain:.5f} Ha; -xi/4: {-xi / 4:.5f} Ha")
pauli_so = u0 * u0 * alpha**2 / (2 * x) * np.gradient(vb, x)
assert abs(pauli_so.sum()) < 0.01 * xi and abs(pauli_so[x > rc].sum()) < 1e-3 * xi
print(f"Pauli term of Vbar, all r: {pauli_so.sum():.2e} Ha; r > rc only: {pauli_so[x > rc].sum():.2e} Ha")
print(f"xi / |Pauli term of Vbar|: {xi / abs(pauli_so.sum()):.0f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
max error, matrix identities l=0..4: 3.6e-15
max error, spinor harmonics / kernels l=1..3: 2.5e-16 / 3.5e-17
max relative error, hydrogen-like Z=82 Dirac levels n<=6: 2.2e-05
Dirac-LDA 6s level: -0.4508 Ha
Dirac-LDA 6p1/2 level: -0.17713 Ha, grid correction estimate -7.3e-06 Ha
Dirac-LDA 6p3/2 level: -0.12178 Ha, grid correction estimate 2.8e-06 Ha
core radius rc: 2.7993 bohr; V_AE(rc): -0.45715 Ha
r/bohr   V1/2   V3/2   Vbar   W   (Ha)
0.5  -0.15951  0.35397  0.18281  0.34232
1.0  -0.34936  0.13980  -0.02326  0.32610
1.5  -0.77665  -0.40132  -0.52643  0.25022
2.0  -0.96209  -0.80098  -0.85468  0.10741
six-component vs separate j spectra, max difference: 9.9e-13 Ha
6p1/2: c2 = 0.0069 bohr^-2, pseudo level -0.17714 Ha
6p1/2: charge inside rc, Dirac 0.4992, pseudo 0.4992
6p3/2: c2 = 0.0987 bohr^-2, pseudo level -0.12178 Ha
6p3/2: charge inside rc, Dirac 0.3481, pseudo 0.3481
level of Vbar e0: -0.13684 Ha
xi: 0.03311 Ha; eta: -0.006370 Ha; zeta: 0.000792 Ha
6p1/2 orders 1,2,3, full: -0.16995 -0.17632 -0.17711 -0.17714 Ha
6p3/2 orders 1,2,3, full: -0.12029 -0.12188 -0.12178 -0.12178 Ha
splitting orders 1,2,3, full: 0.04966 0.05444 0.05533 0.05535 Ha
splitting order 1: 1.351 eV; full: 1.506 eV
Dirac-LDA splitting: 0.05535 Ha = 1.506 eV
weighted level average: -0.14023 Ha
average - e0: -0.003394 Ha = -0.0923 eV
  order 2: -0.003185 Ha; orders 2+3: -0.003383 Ha
plain-mean level - e0: -0.00869 Ha; -xi/4: -0.00828 Ha
Pauli term of Vbar, all r: 7.21e-07 Ha; r > rc only: 7.42e-07 Ha
xi / |Pauli term of Vbar|: 45905
ALL CHECKS PASSED
```
